**Truncated Coulomb kernel and isolated electrostatics in a periodic cell**

The Coulomb function $1/r$, set to zero beyond $R_c$, has the transform $4\pi[1-\cos(GR_c)]/G^2$, with value $2\pi R_c^2$ at $G=0$. For a density inside a ball of diameter $D$, on a lattice with shortest vector $L_{\min}$, the reciprocal sum gives the isolated energy if $D\le R_c\le L_{\min}-D$. The program asserts the kernel against a two-dimensional quadrature and the lattice energies of a model charge pair against an isolated energy found from its field and the shell theorem. Simple cubic and fcc cells that meet the condition agree with that energy to within $10^{-5}$ eV. Three violations give the errors predicted from one lost pair or one added image pair. The program also asserts that the potential is correct at a point inside the ball and wrong at a cell boundary, and it checks the minimum cell for a cube-shaped density by enumerating difference vectors. The output shows an energy of 121.00994 eV for the pair, and an error of −3.84 eV when the bare kernel is used without its $G=0$ term.

## Check in Python

```python
"""Spherically truncated Coulomb kernel and isolated electrostatics.

Result under test: the transform of 1/r cut to zero beyond Rc is
4 pi (1 - cos(G Rc))/G^2, with value 2 pi Rc^2 at G = 0.  A density inside
a ball of diameter D, repeated on a lattice with shortest vector Lmin,
has its isolated energy if D <= Rc <= Lmin - D.
G: reciprocal vector length; L: cubic lattice constant; V: cell volume.
Lengths are in nm, charges in e, energies in eV, potentials in V.
The model has two spherical charges with density (1 - r^2/a^2)^3.
"""
import numpy as np
from scipy import constants as const
from scipy.special import spherical_jn

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm / e^2
radius = 0.05
separation = 0.30
charges = np.array([2.0, -1.0])
centres_x = np.array([separation / 2, -separation / 2])
diameter = separation + 2 * radius
G_MAX = 24.0 / radius

nodes, weights = np.polynomial.legendre.leggauss(80)
nodes = (nodes + 1) / 2
weights = weights / 2


def truncated_kernel(G, Rc):
    G = np.asarray(G, dtype=float)
    safe = np.where(G > 0, G, 1.0)
    value = 4 * np.pi * (1 - np.cos(safe * Rc)) / safe**2
    return np.where(G > 0, value, 2 * np.pi * Rc**2)


def bare_kernel(G):
    safe = np.where(G > 0, G, 1.0)
    return np.where(G > 0, 4 * np.pi / safe**2, 0.0)


def form_factor(G):
    x = np.asarray(G, dtype=float) * radius
    safe = np.where(x > 0, x, 1.0)
    return np.where(x > 0, 945 * spherical_jn(4, safe) / safe**4, 1.0)


def reciprocal_octant(L, fcc, g_max):
    """Nonnegative indices, with weights that count all sign changes."""
    N = int(np.ceil(g_max * L / (2 * np.pi)))
    n = np.arange(N + 1)
    w = np.where(n > 0, 2.0, 1.0)
    shell = (n[:, None, None]**2 + n[None, :, None]**2
             + n[None, None, :]**2)
    count = w[:, None, None] * w[None, :, None] * w[None, None, :]
    volume = L**3
    if fcc:
        p = n % 2
        same = ((p[:, None, None] == p[None, :, None])
                & (p[:, None, None] == p[None, None, :]))
        count = count * same
        volume = L**3 / 4
    G_axis = 2 * np.pi * n / L
    G_shell = 2 * np.pi * np.sqrt(np.arange(3 * N**2 + 1)) / L
    return G_axis, G_shell, shell, count, volume


def cosine_product(G_axis, vector):
    cx, cy, cz = (np.cos(G_axis * component) for component in vector)
    return cx[:, None, None] * cy[None, :, None] * cz[None, None, :]


def lattice_energy(L, Rc, direction=(1, 0, 0), fcc=False, g_max=G_MAX):
    """Energy per cell; Rc = None selects the bare kernel without G = 0."""
    G_axis, G_shell, shell, count, volume = reciprocal_octant(L, fcc, g_max)
    kernel = bare_kernel(G_shell) if Rc is None else truncated_kernel(
        G_shell, Rc)
    unit = np.array(direction) / np.linalg.norm(direction)
    phase = cosine_product(G_axis, separation * unit)
    structure = np.sum(charges**2) + 2 * np.prod(charges) * phase
    table = form_factor(G_shell)**2 * kernel
    return COULOMB * np.sum(count * structure * table[shell]) / (2 * volume)


def lattice_potential(point, L, Rc):
    G_axis, G_shell, shell, count, volume = reciprocal_octant(
        L, False, G_MAX)
    table = form_factor(G_shell) * truncated_kernel(G_shell, Rc)
    total = 0.0
    for q, x in zip(charges, centres_x):
        phase = cosine_product(G_axis, (point[0] - x, point[1], point[2]))
        total += q * np.sum(count * phase * table[shell])
    return COULOMB * total / volume


def point_potential(point):
    """Isolated potential outside both spherical charges."""
    distance = np.sqrt((point[0] - centres_x)**2 + point[1]**2 + point[2]**2)
    return COULOMB * np.sum(charges / distance)


# Kernel from a two-dimensional quadrature over radius and cos(theta).
Rc0 = diameter
r = Rc0 * nodes
u = 2 * nodes - 1
kernel_error = 0.0
for G in (0.0, 0.01, 3.0, 20.0, 60.0):
    integrand = 2 * np.pi * r[:, None] * np.cos(G * r[:, None] * u[None, :])
    direct = Rc0 * weights @ integrand @ (2 * weights)
    kernel_error = max(kernel_error, abs(direct - truncated_kernel(G, Rc0)))
assert kernel_error < 1e-9

# Form factor from the normalized radial density.
profile = nodes**2 * (1 - nodes**2)**3
norm = weights @ profile
for G in (0.0, 8.0, 50.0, 200.0):
    direct = weights @ (profile * np.sinc(G * radius * nodes / np.pi)) / norm
    assert abs(direct - form_factor(G)) < 1e-10

# Isolated energy from field energy and the shell theorem.
inner = nodes[:, None] * nodes[None, :]
enclosed = nodes * ((inner**2 * (1 - inner**2)**3) @ weights) / norm
self_factor = 0.5 * (weights @ (enclosed / nodes)**2 + 1)
self_energy = COULOMB * np.sum(charges**2) * self_factor / radius
pair_energy = COULOMB * np.prod(charges) / separation
isolated = self_energy + pair_energy

# Allowed cells; the tolerance covers the finite reciprocal cutoff.
L0 = 2 * diameter
energy0 = lattice_energy(L0, Rc0)
assert abs(energy0 - isolated) < 1e-5
energy_half = lattice_energy(L0, Rc0, g_max=G_MAX / 2)
assert abs(energy_half - isolated) > abs(energy0 - isolated)
L_large = 1.0
window = [(Rc, lattice_energy(L_large, Rc)) for Rc in (0.4, 0.5, 0.6)]
assert all(abs(E - isolated) < 1e-5 for _, E in window)
L_fcc = np.sqrt(2) * L0
energy_fcc = lattice_energy(L_fcc, Rc0, (1, 1, 0), fcc=True)
assert abs(energy_fcc - isolated) < 1e-5
volume_ratio = (L_fcc**3 / 4) / L0**3

# Violations: predicted errors are one lost pair or one added image pair.
violations = []
for name, L, Rc, predicted in (
        ("Rc too short", L0, 0.15, -pair_energy),
        ("Rc too long", L0, 0.60,
         COULOMB * np.prod(charges) / (L0 - separation)),
        ("cell too small", 0.55, Rc0,
         COULOMB * np.prod(charges) / (0.55 - separation))):
    error = lattice_energy(L, Rc) - isolated
    assert abs(error - predicted) < 1e-5
    violations.append((name, L, Rc, error, predicted))

bare_energy = lattice_energy(L0, None)
assert abs(bare_energy - isolated) > 1.0
zero_term = COULOMB * np.sum(charges)**2 * truncated_kernel(0, Rc0) / (
    2 * L0**3)

# Potential inside the ball and at the cell boundary.
inside = (0.0, 0.10, 0.0)
boundary = (L0 / 2, 0.0, 0.0)
phi_inside = lattice_potential(inside, L0, Rc0)
phi_boundary = lattice_potential(boundary, L0, Rc0)
assert abs(phi_inside - point_potential(inside)) < 5e-3
nearest_image_value = COULOMB * np.sum(charges) / (L0 / 2 - separation / 2)
assert abs(phi_boundary - nearest_image_value) < 5e-3
assert abs(phi_boundary - point_potential(boundary)) > 1.0

# Cube-shaped support: enumerate difference vectors and lattice images.
side = 1.0
L_box = (1 + np.sqrt(3)) * side
axis = np.linspace(-side, side, 9)
differences = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
longest = np.linalg.norm(differences, axis=1).max()


def closest_image(L):
    cells = np.array(np.meshgrid(*([[-1, 0, 1]] * 3))).reshape(3, -1).T
    return min(np.linalg.norm(differences - L * c, axis=1).min()
               for c in cells if np.any(c))


assert abs(closest_image(L_box) - longest) < 1e-12
assert closest_image(0.98 * L_box) < longest

print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.6f} eV nm")
print(f"charges: {charges[0]:+.0f} e and {charges[1]:+.0f} e")
print(f"charge radius a: {radius:.2f} nm")
print(f"centre separation d: {separation:.2f} nm")
print(f"support diameter D: {diameter:.2f} nm")
print(f"cubic cell L: {L0:.2f} nm, cutoff radius Rc: {Rc0:.2f} nm")
print(f"reciprocal cutoff along each axis: {G_MAX:.0f} nm^-1")
print(f"kernel at G=0: {truncated_kernel(0, Rc0):.6f} nm^2")
G1 = 2 * np.pi / L0
print(f"smallest nonzero G: {G1:.6f} nm^-1")
print(f"truncated kernel there: {truncated_kernel(G1, Rc0):.6f} nm^2")
print(f"bare kernel there: {float(bare_kernel(G1)):.6f} nm^2")
print(f"largest kernel quadrature error: {kernel_error:.1e} nm^2")
print(f"self-energy factor (units e^2/(4 pi eps0 a)): {self_factor:.6f}")
print(f"sum of self energies: {self_energy:.5f} eV")
print(f"pair energy: {pair_energy:.5f} eV")
print(f"isolated energy: {isolated:.5f} eV")
print(f"isolated energy in SI: {isolated * const.e:.6e} J")
print(f"truncated-kernel energy: {energy0:.5f} eV")
print(f"its error: {energy0 - isolated:.1e} eV")
print(f"error at half the G cutoff: {energy_half - isolated:.1e} eV")
print(f"G=0 contribution: {zero_term:.5f} eV")
for Rc, E in window:
    print(f"L={L_large:.2f} nm, Rc={Rc:.2f} nm: energy {E:.5f} eV")
print(f"fcc cubic constant: {L_fcc:.5f} nm, energy {energy_fcc:.5f} eV")
print(f"fcc/simple cubic volume ratio: {volume_ratio:.5f}")
for name, L, Rc, error, predicted in violations:
    print(f"{name}: L={L:.2f} nm, Rc={Rc:.2f} nm")
    print(f"  error {error:.5f} eV, predicted {predicted:.5f} eV")
print(f"bare periodic energy, G=0 dropped: {bare_energy:.5f} eV")
print(f"its difference from isolated: {bare_energy - isolated:.5f} eV")
print(f"potential at (0, 0.10, 0) nm: {phi_inside:.4f} V")
print(f"isolated value there: {point_potential(inside):.4f} V")
print(f"potential at (L/2, 0, 0): {phi_boundary:.4f} V")
print(f"isolated value there: {point_potential(boundary):.4f} V")
print(f"nearest-image prediction there: {nearest_image_value:.4f} V")
print(f"cube support, minimum L/b: {L_box / side:.5f}")
print("tests ok")
```

Output:

```
Coulomb constant e^2/(4 pi eps0): 1.439965 eV nm
charges: +2 e and -1 e
charge radius a: 0.05 nm
centre separation d: 0.30 nm
support diameter D: 0.40 nm
cubic cell L: 0.80 nm, cutoff radius Rc: 0.40 nm
reciprocal cutoff along each axis: 480 nm^-1
kernel at G=0: 1.005310 nm^2
smallest nonzero G: 7.853982 nm^-1
truncated kernel there: 0.407437 nm^2
bare kernel there: 0.203718 nm^2
largest kernel quadrature error: 2.6e-12 nm^2
self-energy factor (units e^2/(4 pi eps0 a)): 0.907034
sum of self energies: 130.60970 eV
pair energy: -9.59976 eV
isolated energy: 121.00994 eV
isolated energy in SI: 1.938793e-17 J
truncated-kernel energy: 121.00994 eV
its error: -2.2e-07 eV
error at half the G cutoff: -1.1e-04 eV
G=0 contribution: 1.41368 eV
L=1.00 nm, Rc=0.40 nm: energy 121.00994 eV
L=1.00 nm, Rc=0.50 nm: energy 121.00994 eV
L=1.00 nm, Rc=0.60 nm: energy 121.00994 eV
fcc cubic constant: 1.13137 nm, energy 121.00994 eV
fcc/simple cubic volume ratio: 0.70711
Rc too short: L=0.80 nm, Rc=0.15 nm
  error 9.59976 eV, predicted 9.59976 eV
Rc too long: L=0.80 nm, Rc=0.60 nm
  error -5.75986 eV, predicted -5.75986 eV
cell too small: L=0.55 nm, Rc=0.40 nm
  error -11.51972 eV, predicted -11.51972 eV
bare periodic energy, G=0 dropped: 117.16830 eV
its difference from isolated: -3.84164 eV
potential at (0, 0.10, 0) nm: 7.9875 V
isolated value there: 7.9875 V
potential at (L/2, 0, 0): 5.7599 V
isolated value there: 8.9016 V
nearest-image prediction there: 5.7599 V
cube support, minimum L/b: 2.73205
tests ok
```
